# Radial Hartree-Fock equations from a varied energy expression, part 1

(Sections cited here and not found follow in the second part.)

## From the energy expression to the radial equations

Let the energy of an atom be written in radial integrals as

$$
E=\sum_a q_aI(a)+\sum_{a,k}A_{aa}^kF^k(a,a)+\sum_{a<b}\sum_k\left[A_{ab}^kF^k(a,b)+B_{ab}^kG^k(a,b)\right].
\tag{1}
$$

If $E$ is stationary while the radial functions $P_a(r)$ of equal angular momentum stay orthonormal, each of them satisfies

$$
\left[\frac{d^2}{dr^2}+\frac{2(Z-Y_a)}{r}-\frac{l_a(l_a+1)}{r^2}-\varepsilon_{aa}\right]P_a
=\frac{2}{r}X_a+\sum_{b\ne a}^{l_b=l_a}\varepsilon_{ab}P_b .
\tag{2}
$$

The potential function $Y_a$ and the exchange function $X_a$ are

$$
Y_a=\frac1{q_a}\left[2\sum_kA_{aa}^kY^k(aa)+\sum_{b\ne a,\,k}A_{ab}^kY^k(bb)\right],
\tag{3}
$$

$$
X_a=\frac1{q_a}\sum_{b\ne a,\,k}B_{ab}^kY^k(ab)P_b,
\tag{4}
$$

and the multipliers obey $q_a\varepsilon_{ab}=q_b\varepsilon_{ba}$. Conversely, orthonormal functions that satisfy (2) with multipliers of this symmetry make $E$ stationary. The derivation fixes every factor in these formulas.

Atomic units are used, so lengths are in $a_0$ and energies in hartree. The label $a$ stands for a shell $nl$ with $q_a>0$ electrons. An orbital in that shell is $P_a(r)/r$ times a spherical harmonic and a spin function. The radial functions are real, vanish at $r=0$ and at infinity, and satisfy

$$
N_{ab}\equiv\int_0^\infty P_aP_b\,dr=\delta_{ab}\qquad(l_a=l_b).
\tag{5}
$$

Shells of different $l$ need no such condition, because their spherical harmonics are already orthogonal. The nucleus is a point charge $Z$ and the electrons are nonrelativistic.

The one-electron integral contains the kinetic energy and the attraction by the nucleus:

$$
I(a)=\int_0^\infty P_a h_aP_a\,dr,\qquad
h_a=-\frac12\frac{d^2}{dr^2}+\frac{l_a(l_a+1)}{2r^2}-\frac Zr .
\tag{6}
$$

The repulsion between electrons enters through the kernel

$$
U_k(r,s)=\frac{r_<^k}{r_>^{k+1}},
$$

where $r_<$ and $r_>$ are the smaller and the larger of $r$ and $s$. The Slater integrals are

$$
F^k(a,b)=\int_0^\infty\!\!\int_0^\infty P_a^2(r)U_k(r,s)P_b^2(s)\,ds\,dr,
$$

$$
G^k(a,b)=\int_0^\infty\!\!\int_0^\infty P_a(r)P_b(r)U_k(r,s)P_a(s)P_b(s)\,ds\,dr .
\tag{7}
$$

In $F^k$ each density belongs to one shell. In $G^k$ both densities are products of two different radial functions, which is the mark of exchange. For $a=b$ the two integrals coincide, so one coefficient $A_{aa}^k$ is enough within a shell. The coefficients $q$, $A$ and $B$ come from the angular and spin parts of the state. They are fixed numbers here, symmetric in their two shell labels. A state whose energy contains a radial integral with more than two different shells, or with three equal functions and one different, is not of the form (1) and leads to additional terms.

It is useful to carry out one of the two integrations and to define

$$
Y^k(ab;r)=r\int_0^\infty U_k(r,s)P_a(s)P_b(s)\,ds .
\tag{8}
$$

Splitting the range at $s=r$ gives

$$
Y^k(ab;r)=\frac1{r^k}\int_0^r s^kP_aP_b\,ds
+r^{k+1}\int_r^\infty\frac{P_aP_b}{s^{k+1}}\,ds .
\tag{9}
$$

With this function the Slater integrals become single integrals,

$$
F^k(a,b)=\int_0^\infty P_a^2\,\frac{Y^k(bb)}r\,dr,\qquad
G^k(a,b)=\int_0^\infty P_aP_b\,\frac{Y^k(ab)}r\,dr .
\tag{10}
$$

For $k=0$ and $a=b$, the quantity $Y^0(bb;r)/r$ is the electrostatic potential at $r$ of one electron spread over the radial density $P_b^2$. The first term of (9) is then the charge inside the sphere of radius $r$. The second accounts for the charge outside, which exerts no force there but does raise the potential.

Now let $P_a$ change to $P_a+\delta P_a$, where $\delta P_a$ is smooth and vanishes at both ends, and keep the terms of first order. The one-electron integral changes by

$$
\delta I(a)=\int\delta P_a\,h_aP_a\,dr+\int P_a\,h_a\,\delta P_a\,dr .
$$

The two terms of $h_a$ without derivatives contribute equally to both integrals. For the derivative term, two partial integrations give

$$
\int_0^\infty P_a\,\delta P_a''\,dr
=\Big[P_a\,\delta P_a'-P_a'\,\delta P_a\Big]_0^\infty+\int_0^\infty P_a''\,\delta P_a\,dr .
$$

The bracket vanishes because $P_a$ and $\delta P_a$ are zero at both ends while their derivatives stay finite. The second integral therefore equals the first, and

$$
\delta I(a)=2\int_0^\infty\delta P_a\,h_aP_a\,dr .
\tag{11}
$$

In $F^k(a,b)$ with $b\ne a$, the function $P_a$ occurs in one of the two densities, and $\delta(P_a^2)=2P_a\delta P_a$. Hence

$$
\delta F^k(a,b)=2\int_0^\infty\delta P_a\,P_a\,\frac{Y^k(bb)}r\,dr .
\tag{12}
$$

In $F^k(a,a)$ both densities change. Since $U_k(r,s)=U_k(s,r)$, the two changes contribute the same amount, so the factor doubles:

$$
\delta F^k(a,a)=4\int_0^\infty\delta P_a\,P_a\,\frac{Y^k(aa)}r\,dr .
\tag{13}
$$

In $G^k(a,b)$ each of the two densities $P_aP_b$ contains $P_a$ once and changes by $\delta P_a\,P_b$. The symmetry of the kernel again makes the two contributions equal, and

$$
\delta G^k(a,b)=2\int_0^\infty\delta P_a\,P_b\,\frac{Y^k(ab)}r\,dr .
\tag{14}
$$

The factor standing next to $\delta P_a$ is $P_a$ in (12) and (13), but $P_b$ in (14). This is why the first two produce a potential multiplying $P_a$, and the third does not.

The sum over $a<b$ in (1) contains each pair once. When one particular $P_a$ is varied, every pair of which $a$ is a member contributes, whichever label comes first. Collecting (11) to (14) for all shells gives

$$
\begin{aligned}
\delta E=\sum_a\int_0^\infty\delta P_a\Big[&2q_ah_aP_a
+\frac4r\sum_kA_{aa}^kY^k(aa)P_a\\
&+\frac2r\sum_{b\ne a,\,k}\left\{A_{ab}^kY^k(bb)P_a+B_{ab}^kY^k(ab)P_b\right\}\Big]dr .
\end{aligned}
$$

Taking out the common factor $2q_a$ leaves just the combinations (3) and (4):

$$
\delta E=\sum_a2q_a\int_0^\infty\delta P_a\left[h_aP_a+\Phi_a\right]dr,\qquad
\Phi_a=\frac{Y_aP_a+X_a}{r}.
\tag{15}
$$

The 2 in front of $A_{aa}^k$ in (3) is the ratio of the 4 in (13) to the 2 in (12).

The variations are not free, because (5) must be preserved. To first order the constraints require $\delta N_{aa}=0$ and $\delta N_{ab}=0$, where

$$
\delta N_{aa}=2\int\delta P_a\,P_a\,dr,\qquad
\delta N_{ab}=\int(\delta P_a\,P_b+P_a\,\delta P_b)\,dr .
\tag{16}
$$

Any set of variations obeying these conditions is the first-order part of a real path through orthonormal functions, since the displaced functions can be reorthonormalized with a change of second order. Stationarity thus means that $\delta E$ vanishes whenever all the quantities in (16) vanish. A linear expression that vanishes whenever finitely many others do is a linear combination of those others. There are therefore constants $\lambda_{aa}$ and $\lambda_{ab}$, one for each shell and one for each pair of equal $l$, with

$$
\delta E+\sum_a\lambda_{aa}\,\delta N_{aa}+\sum_{a<b}^{l_a=l_b}\lambda_{ab}\,\delta N_{ab}=0
\tag{17}
$$

for variations that are now free. Since $\delta P_a$ is arbitrary, the function multiplying it must vanish at every $r$:

$$
2q_a(h_aP_a+\Phi_a)+2\lambda_{aa}P_a+\sum_{b\ne a}^{l_b=l_a}\lambda_{ab}P_b=0 .
\tag{18}
$$

Here $\lambda_{ba}$ means the same number as $\lambda_{ab}$, because the pair has one constraint. Division by $-q_a$ and the definitions

$$
\varepsilon_{aa}=\frac{2\lambda_{aa}}{q_a},\qquad
\varepsilon_{ab}=\frac{\lambda_{ab}}{q_a},\qquad
\varepsilon_{ba}=\frac{\lambda_{ab}}{q_b}
\tag{19}
$$

turn (18) into

$$
-2(h_aP_a+\Phi_a)=\varepsilon_{aa}P_a+\sum_{b\ne a}^{l_b=l_a}\varepsilon_{ab}P_b .
\tag{20}
$$

From (6),

$$
-2h_aP_a=P_a''+\frac{2Z}rP_a-\frac{l_a(l_a+1)}{r^2}P_a .
$$

Inserting this and $\Phi_a$, then moving the exchange term to the right and the diagonal multiplier to the left, gives (2). The last two definitions in (19) give $q_a\varepsilon_{ab}=\lambda_{ab}=q_b\varepsilon_{ba}$. A nonzero multiplier between shells of different occupation therefore makes the matrix of multipliers unsymmetric. Reading the steps from (20) back to (17) proves the converse: for variations that respect the constraints the multiplier terms vanish, and $\delta E=0$ remains. The result establishes a stationary point. Whether it is a minimum depends on the second variation.

Two small cases show how the coefficients act. A single electron has $E=I(a)$, so $Y_a$ and $X_a$ vanish and (2) is the hydrogenic equation. Its projection on $P_a$ gives $\varepsilon_{aa}=-2I(a)=Z^2/n^2$, which is positive for a bound state. Two electrons in $1s^2$ have $E=2I(1s)+F^0(1s,1s)$. With $q=2$ and $A^0=1$, (3) gives $Y=2\cdot1\cdot Y^0/2=Y^0(1s,1s)$. Each electron is repelled by one other electron, as it should be.

The exchange function has a different character. Written out with (8),

$$
\frac{X_a(r)}r=\frac1{q_a}\sum_{b\ne a,\,k}B_{ab}^kP_b(r)
\int_0^\infty U_k(r,s)P_b(s)P_a(s)\,ds .
\tag{21}
$$

The value of this term at $r$ depends on $P_a$ at all other radii. For fixed $P_b$ it is linear in $P_a$, but it is not a local potential. Dividing it by $P_a(r)$ to make it look like one would in general create a singularity at each node of $P_a$. Since $Y_a$ and $X_a$ also depend on the functions being sought, (2) is a set of coupled nonlinear equations. One way to solve them is iteration, with the fields recomputed from the latest functions until neither changes.

The behaviour near the nucleus follows from the equation. If $P_a\simeq r^p$, the terms of lowest power require $p(p-1)=l_a(l_a+1)$, so $p=l_a+1$ or $p=-l_a$. The condition $P_a(0)=0$ selects the first. In the next order put $P_a\propto r^{l_a+1}(1+cr)$. The terms in $r^{l_a}$ then give

$$
c\left[(l_a+2)(l_a+1)-l_a(l_a+1)\right]+2Z=0,\qquad
c=-\frac Z{l_a+1}.
\tag{22}
$$

The other electrons do not enter. By (9), $Y^k$ starts at least as $r$, so $2Y_aP_a/r$ starts no lower than $r^{l_a+1}$. In the exchange term $Y^k(ab)$ starts as $r^{k+1}$ and $P_b$ as $r^{l_b+1}$, so the product divided by $r$ starts as $r^{k+l_b+1}$. The angular integrals allow $k\ge|l_a-l_b|$, and this power is again at least $l_a+1$. The terms $\varepsilon_{aa}P_a$ and $\varepsilon_{ab}P_b$, with $l_b=l_a$, also start as $r^{l_a+1}$ and do not reach the order $r^{l_a}$. Close to the nucleus each function has the same power $r^{l_a+1}$ and the same coefficient $c$ as in a one-electron ion of charge $Z$. The overall amplitude is not fixed by this argument and does depend on the other electrons.

At large distance $Y^0(bb)$ tends to one, since the whole charge is then inside, while $Y^k(bb)$ with $k>0$ falls as $r^{-k}$. If $A_{aa}^0=q_a(q_a-1)/2$ and $A_{ab}^0=q_aq_b$, (3) gives

$$
Y_a(\infty)=\frac1{q_a}\left[q_a(q_a-1)+\sum_{b\ne a}q_aq_b\right]=N-1,
\tag{23}
$$

where $N$ is the number of electrons. These coefficients count pairs, and an electron far from a neutral atom sees the charge $Z-(N-1)=1$. If in addition the right side of (2) is negligible compared with $P_a/r$ at large $r$, put $P_a\sim r^\beta e^{-\kappa r}$. Then $P_a''/P_a\simeq\kappa^2-2\kappa\beta/r$, and comparison with (2) gives

$$
\kappa=\sqrt{\varepsilon_{aa}},\qquad \beta=\frac{Z-N+1}{\kappa}.
$$

The proviso fails for a shell that is coupled, by exchange or by a multiplier, to a more weakly bound one. Its own exponential falls faster than the terms on the right, and those terms then determine the tail. This holds for inner shells and also for a valence shell such as $4d$ in the molybdenum atom treated below: exchange with $5s$ adds a term falling as $r^{-3}P_{5s}$, which dominates beyond a few tens of $a_0$ and finally gives $P_{4d}$ the exponential of $5s$. The proviso can also fail slightly for the least bound shell: a nonzero multiplier gives the inner function of the same $l$ a tail proportional to the outer one, and this tail returns on the right side of the outer equation and shifts $\kappa^2$ a little from $\varepsilon_{aa}$, by about $-2.5\times10^{-4}\,a_0^{-2}$ for $5s$ in molybdenum.

Requiring the energy (1) to be stationary for orthonormal radial functions has given the coupled equations (2), with every factor in $Y_a$, $X_a$ and the symmetry of the multipliers fixed, and the behaviour of their solutions near the nucleus and far from it has been described. What remains is to relate the multipliers to energies and to the mixing of shells, and to evaluate them for the molybdenum atom.
